# The Simple Coulombic Correction for Neglected Small-Component Repulsion, part 1

(Sections cited here and not found follow in the second part.)

## First half: the missing repulsion and its replacement

### Two neutral atoms that attract when they should not

Place two neutral, spherical atoms so far apart that their electron clouds do not overlap. In a mean-field description they exert no electrostatic force on each other: outside each cloud, the field of the nucleus and the field of the electrons cancel. A relativistic calculation that leaves out one class of two-electron integrals loses this cancellation. The atoms then attract, with an interaction energy that falls off only as the inverse distance.

The class in question contains the repulsion between electron density in small components and electron density in small components. It seems the least important class and, when the small-component basis is much larger than the large-component one, it is the most numerous, so there is good reason to want to omit it. We shall find what its omission does to the energy, and then replace the lost long-range part by a repulsion of point charges. This replacement is Visscher's simple Coulombic correction.

We use Gaussian units. The electron has mass $m$ and charge $-e$, with $e>0$, and $\alpha=e^2/(\hbar c)$. A nucleus $A$ is a point of charge $Z_Ae$. Numbers of electrons are counted as positive, so an interaction between two groups of $n_1$ and $n_2$ electrons is $+e^2n_1n_2/R$.

### The mean-field energy by components

A four-component orbital consists of two two-component parts,

$$
\varphi_i=\begin{pmatrix}\varphi_i^L\\ \varphi_i^S\end{pmatrix},\qquad
\int\left(\varphi_i^{L\dagger}\varphi_j^L+\varphi_i^{S\dagger}\varphi_j^S\right)d^3r=\delta_{ij}.
$$

$L$ stands for large and $S$ for small. The occupied orbitals are electron states, not states of the negative-energy sea. Their one-electron operator is

$$
h=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2-\sum_A\frac{Z_Ae^2}{|\mathbf r-\mathbf R_A|},
\qquad \beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
$$

The nuclear attraction acts on both components alike. The density is therefore a sum of two parts,

$$
\rho=\rho^L+\rho^S,\qquad \rho^X=\sum_i\varphi_i^{X\dagger}\varphi_i^X ,\quad X=L,S .
$$

There is no cross term $\varphi^{L\dagger}\varphi^S$ in the density, because the inner product of two four-spinors pairs upper with upper and lower with lower parts. The direct electron repulsion is

$$
J=\frac{e^2}{2}\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'
=J_{LL}+J_{LS}+J_{SS},
$$

where

$$
J_{LS}=e^2\iint\frac{\rho^L(\mathbf r)\rho^S(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad
J_{SS}=\frac{e^2}{2}\iint\frac{\rho^S(\mathbf r)\rho^S(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
$$

The factor $\tfrac12$ is absent from $J_{LS}$ because the two orderings $LS$ and $SL$ are equal and have been added.

For exchange we need the density-matrix blocks

$$
\gamma_{XY}(\mathbf r,\mathbf r')=\sum_i\varphi_i^X(\mathbf r)\,\varphi_i^{Y\dagger}(\mathbf r').
$$

The exchange energy of a single determinant is

$$
K=-\frac{e^2}{2}\sum_{ij}\iint
\frac{\varphi_i^\dagger(\mathbf r)\varphi_j(\mathbf r)\;\varphi_j^\dagger(\mathbf r')\varphi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
$$

Write the first inner product as a sum over $X$ and the second as a sum over $Y$. Collecting the sums over $i$ and $j$ gives

$$
K=-\frac{e^2}{2}\sum_{XY}\iint
\frac{\operatorname{tr}\left[\gamma_{XY}(\mathbf r,\mathbf r')\gamma_{YX}(\mathbf r',\mathbf r)\right]}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
$$

The term $X=Y=S$ uses integrals of the type $(SS|SS)$: both products of functions, one at $\mathbf r$ and one at $\mathbf r'$, are built from small components. It involves only the block $\gamma_{SS}$. The blocks $\gamma_{LS}$ enter exchange through the class $(LL|SS)$, which is kept.

### Why this class invites omission

For an electron whose kinetic and potential energies are small compared with $mc^2$, the lower half of the Dirac equation gives

$$
\varphi^S\simeq\frac{\boldsymbol\sigma\cdot\mathbf p}{2mc}\,\varphi^L .
$$

The small-component density is thus of relative order $(v/2c)^2$, with $v$ a typical speed, and $J_{SS}$ is of order $c^{-4}$.

The number of integrals goes the other way. The operator $\boldsymbol\sigma\cdot\mathbf p$ differentiates each large-component basis function and so turns it into functions of neighbouring angular momenta. If these functions are all taken as separate basis functions, the small-component basis is larger than the large-component one by some factor $k$; if only the one combination $\boldsymbol\sigma\cdot\mathbf p\,\chi$ is kept for each large-component two-spinor $\chi$, then $k=1$. Without use of permutation symmetry, the classes $(LL|LL)$, $(LL|SS)$ with $(SS|LL)$, and $(SS|SS)$ have sizes in the ratio

$$
1:2k^2:k^4 .
$$

The class $(SS|SS)$ is the largest when $k^4>2k^2$, that is for $k>\sqrt2$. For $k=2$ the ratio is $1:8:16$, so that $16/25$ of all integrals belong to the smallest contribution.

Suppose the whole class is dropped, both from the energy and from the equations for the orbitals. The energy functional becomes

$$
E_{\rm drop}=E-W,\qquad
W=J_{SS}-\frac{e^2}{2}\iint\frac{\operatorname{tr}\left[\gamma_{SS}(\mathbf r,\mathbf r')\gamma_{SS}(\mathbf r',\mathbf r)\right]}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
$$

### Separating $W$ into atomic and interatomic parts

Let the atoms be well separated, each in a closed-shell or spherically averaged state. Each occupied orbital can then be chosen to sit on one atom, and

$$
\rho^S=\sum_A\rho_A^S,\qquad \gamma_{SS}=\sum_A\gamma_{SS}^A,
$$

apart from terms that contain the overlap of orbitals on different atoms. These terms decay exponentially with distance.

Insert the sum into $J_{SS}$. The terms with both densities on the same atom belong to that atom. The terms $AB$ and $BA$ are equal, and together they cancel the factor $\tfrac12$:

$$
J_{AB}=e^2\iint\frac{\rho_A^S(\mathbf r)\rho_B^S(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
$$

In the exchange part, take $\mathbf r$ near $A$ and $\mathbf r'$ near $B$. The block $\gamma^A_{SS}(\mathbf r,\mathbf r')$ is a sum of products of an orbital of $A$ at $\mathbf r$ and the same orbital at $\mathbf r'$, where it has died out. The block of $B$ is small for the corresponding reason. Exchange between the atoms is therefore short-ranged, and

$$
W=\sum_AW_A+\sum_{A<B}J_{AB}+W_{\rm short}.
$$

$W_A$ contains the direct and exchange terms of one atom. $W_{\rm short}$ contains all terms with interatomic overlap. Only $J_{AB}$ is long-ranged.

### From clouds to point charges

The small charge of atom $A$ is the number of electrons in its small component,

$$
q_A=\int\rho_A^S\,d^3r .
$$

Despite its name it is a positive number without unit; the electric charge is $-eq_A$.

Divide the spherical density $\rho_B^S$ into thin shells. Let a shell of radius $b$ contain $dq_B(b)$ electrons. At a distance $s$ from the centre, the mean of the inverse distance to the points of the shell is

$$
\frac12\int_{-1}^{1}\frac{dt}{\sqrt{s^2+b^2+2sbt}}
=\frac{(s+b)-|s-b|}{2sb}=\frac{1}{\max(s,b)} .
$$

The first equality follows because the derivative of $\sqrt{s^2+b^2+2sbt}$ with respect to $t$ is $sb/\sqrt{s^2+b^2+2sbt}$. Summed over shells, the inverse-distance integral is

$$
\Phi_B(s)=\int\frac{dq_B(b)}{\max(s,b)}
=\frac{q_B}{s}-\int_{b>s}\left(\frac1s-\frac1b\right)dq_B(b).
$$

The second term comes only from density farther out than $s$. If atom $A$ lies wholly outside the cloud of $B$, the second term is absent and

$$
J_{AB}=e^2q_B\int\frac{\rho_A^S(\mathbf r)}{|\mathbf r-\mathbf R_B|}\,d^3r .
$$

Apply the shell average once more, now to the spherical density of $A$ seen from the nucleus of $B$ at distance $R$. All shells of $A$ have radii below $R$, so each gives $1/R$:

$$
J_{AB}=\frac{e^2q_Aq_B}{R}.
$$

For clouds that do overlap somewhat, both shell averages are lowered, never raised, since $1/\max(s,b)\le1/s$. The point-charge value is then an upper limit to $J_{AB}$ for spherical clouds, and the difference is the penetration error.

### The attraction that remains

Now count all interatomic electrostatic terms, in units of $e^2/R$. Atom $A$ has $N_A=L_A+q_A$ electrons, where $L_A$ is the number in its large component. With all integrals,

$$
Z_AZ_B-Z_AN_B-N_AZ_B+N_AN_B=(Z_A-N_A)(Z_B-N_B)=0
$$

for neutral atoms. If $(SS|SS)$ is dropped, the electron repulsion is reduced to

$$
L_AL_B+L_Aq_B+q_AL_B=(L_A+q_A)(L_B+q_B)-q_Aq_B=N_AN_B-q_Aq_B .
$$

The nuclear attraction still acts on the small components in full. The sum is therefore $-q_Aq_B$, and the interaction energy that remains is

$$
\boxed{E_{\rm spur}(R)=-\frac{e^2q_Aq_B}{R}}
$$

with an inward force of magnitude $e^2q_Aq_B/R^2$. For ions the first count leaves the genuine term $(Z_A-N_A)(Z_B-N_B)$, and the spurious term is added to it.

It is instructive to ask what an electron on $A$ experiences. In its large component it meets the nucleus of $B$ and all electrons of $B$, with potential energy

$$
\frac{e^2}{R}(-Z_B+L_B+q_B)=0 .
$$

In its small component it meets the nucleus and only the large-component electrons:

$$
\frac{e^2}{R}(-Z_B+L_B)=-\frac{e^2q_B}{R}.
$$

Atom $B$ thus looks neutral to one component and positively charged to the other. Summing this potential energy over the small charge of $A$ gives $-e^2q_Aq_B/R$. The same energy appears if one starts from $B$; it is one interaction seen from two sides and must be counted once.

### The correction

The remedy is to add back the long-range term:

$$
\boxed{E_{\rm corr}=E_{\rm drop}+\sum_{A<B}\frac{e^2q_Aq_B}{R_{AB}}}
$$

The charges $q_A$ are fixed numbers taken from free atoms. The added term then depends on the nuclear positions alone. It changes energies and forces, but not the orbitals at a given geometry, and it costs no integrals.

The one-centre terms $W_A$ are not restored by it. They shift the energy of each atom, but an interaction energy is a difference,

$$
\Delta E_{\rm drop}=E_{\rm drop}(AB)-E_{\rm drop}(A)-E_{\rm drop}(B),
$$

and a shift that is equal in the pair and in the separate atoms cancels. What survives is the change of $W_A$ when the atom is distorted by its partner. If the one-centre integrals are kept and only the interatomic ones are dropped, the same correction applies.

### Why the long range matters

A short-ranged error would involve neighbours only. This one adds up over all pairs. Let an atom sit at the centre of a ball of radius $R_{\max}$ filled with atoms of the same kind at mean number density $n$. Half of each pair energy belongs to the central atom, and replacing the sum by an integral gives

$$
\frac12\,n\int_0^{R_{\max}}\left(-\frac{e^2q^2}{R}\right)4\pi R^2\,dR=-\pi n e^2q^2R_{\max}^2 .
$$

Within this estimate for fixed charges, the error per atom grows with the size of the sample instead of approaching a limit. The correction removes this growth pair by pair.

## Second half: relaxation, free-atom charges and numbers

### Symbols and results carried over

Atom $A$ has $N_A$ electrons, of which $q_A$ are in the small component. Dropping all $(SS|SS)$ integrals leaves, for fixed spherical clouds at distance $R$, the spurious energy $-e^2q_Aq_B/R$. It arises because the small component of $A$ has the uncancelled potential energy $-e^2q_B/R$ in the field of $B$. The correction adds $+e^2q_Aq_B/R$ with charges of free atoms. The operator $\beta$ is $+1$ on large and $-1$ on small components.

One question was left open. In a self-consistent calculation the orbitals respond to the spurious potential. If the small charges responded too, there would be a further error of order $R^{-2}$, and free-atom charges would be the wrong ones to use.

### The uniform part of the spurious potential

Let $\mathcal E_A[\psi_A]$ be the energy functional of atom $A$ alone, including rest energy, and let $q_A[\psi_A]$ be its small charge. For distant atoms the functional without interatomic $(SS|SS)$ repulsion is

$$
\mathcal F=\mathcal E_A[\psi_A]+\mathcal E_B[\psi_B]-\frac{e^2}{R}\,q_A[\psi_A]\,q_B[\psi_B].
$$

It does not matter here whether $\mathcal E_A$ contains the one-centre $(SS|SS)$ terms. Vary the orbitals of $A$ with those of $B$ held fixed. They make stationary the quantity

$$
\mathcal E_A[\psi_A]-u\,q_A[\psi_A],\qquad u=\frac{e^2q_B}{R}.
$$

The extra term is a constant potential energy $-u$ on the small component only. The projector on this component is $(1-\beta)/2$. Together with the rest energy it gives

$$
mc^2\beta-u\,\frac{1-\beta}{2}=-\frac u2+\left(mc^2+\frac u2\right)\beta .
$$

A shift of the small component alone is therefore the same as a constant $-u/2$ per electron and a change of the rest energy from $mc^2$ to

$$
M=mc^2+\frac u2 ,
$$

while $c$ in the term $c\,\boldsymbol\alpha\cdot\mathbf p$ keeps its value. We need to know how the energy of an atom depends on $M$.

Dropping the $(SS|SS)$ integrals leaves a spurious attraction $-e^2q_Aq_B/R$ between distant atoms, which a point-charge repulsion cancels for fixed clouds, and the uniform part of the spurious potential amounts to a constant and a changed rest energy $M$. It remains to find how an atom's energy and small charge depend on $M$, and so whether free-atom charges are the right ones, and to test the correction in numbers.
